**Landauer-Büttiker test of a gated six-terminal quantum Hall bar**

For $N$ edge channels, of which a gate across the bar transmits $M$, the result under test is $R_{xx}=(h/e^2)(1/M-1/N)$ with $R_{xy}=h/(Ne^2)$; without the gate, $M=N$ and $R_{xx}=0$. Here $R_{xx}$ is measured between neighbouring probes on one edge and $R_{xy}$ between opposite probes, each as voltage divided by the source-drain current. The program solves the circuit equations numerically for $N$ from 1 to 7 and every $M$ from 1 to $N$, and asserts agreement with the formulas, including the sign change of $R_{xy}$ on field reversal. Random unitary scattering at the gate, for $N=4$, tests that $M$ may be replaced by a non-integer total transmission. A square-lattice model with six leads, solved with Green's functions, tests the edge-channel routing for $N=2$ with and without a gate that passes one channel, to within 0.01 in each transmission. The output shows lattice transmissions of 2.0000 and 1.0000 where the edge picture gives 2 and 1. For the worked example $N=4$, $M=3$, it shows $R_{xx}=2151.07\ \Omega$ and $R_{xy}=6453.20\ \Omega$.

## Check in Python

```python
"""
Six-terminal quantum Hall bar in the Landauer-Buttiker description.

Result under test: with N chiral edge channels, R_xy = h/(N e^2), R_xx = 0.
With a gate across the bar that transmits M channels,
R_xx = (h/e^2)(1/M - 1/N), while R_xy stays h/(N e^2).

Contacts: 1 source (left), 2 and 3 upper edge, 4 drain (right),
5 lower right, 6 lower left. Channels run 1->2->3->4->5->6->1.
T[p-1, q-1] is the total transmission from contact q to contact p.
The gate lies between the pairs (2, 6) and (3, 5).
Resistances inside the tests are in units of h/e^2.
"""
import numpy as np
from scipy.constants import h, e
from scipy.stats import unitary_group


def edge_transmissions(n_channels, m_passed):
    """Transmission matrix from the edge-channel picture."""
    T = np.zeros((6, 6))
    for target, origin in [(2, 1), (4, 3), (5, 4), (1, 6)]:
        T[target - 1, origin - 1] = n_channels
    T[2, 1] = T[5, 4] = m_passed
    T[5, 1] = T[2, 4] = n_channels - m_passed
    return T


def contact_voltages(T):
    """Voltages for unit current from 1 to 4, with V4 = 0."""
    conductance = np.diag(T.sum(axis=0)) - T
    current = np.array([1.0, 0, 0, -1.0, 0, 0])
    keep = [0, 1, 2, 4, 5]
    V = np.zeros(6)
    V[keep] = np.linalg.solve(conductance[np.ix_(keep, keep)], current[keep])
    return V


def resistances(T):
    V1, V2, V3, V4, V5, V6 = contact_voltages(T)
    return {"xx_top": V2 - V3, "xx_bottom": V6 - V5,
            "xy_left": V2 - V6, "xy_right": V3 - V5,
            "two_terminal": V1 - V4, "diag_25": V2 - V5, "diag_36": V3 - V6}


def predicted(n, m):
    return {"xx_top": 1 / m - 1 / n, "xx_bottom": 1 / m - 1 / n,
            "xy_left": 1 / n, "xy_right": 1 / n,
            "two_terminal": 1 / m, "diag_25": 1 / m, "diag_36": 2 / n - 1 / m}


def assert_same(found, expected, tolerance):
    for name in expected:
        assert abs(found[name] - expected[name]) < tolerance, name


# Microscopic model: square lattice, hopping energy 1, Peierls phases.
WIDTH, LENGTH, PROBE = 20, 66, 14
LEFT_PROBE = np.arange(4, 4 + PROBE)
RIGHT_PROBE = np.arange(48, 48 + PROBE)
GATE = range(26, 40)
FLUX_FRACTION = 0.1
PHI = 2 * np.pi * FLUX_FRACTION


def chain(length, phase):
    """Transverse layer of a lead with uniform hopping phase."""
    H = np.zeros((length, length), complex)
    for j in range(length - 1):
        H[j + 1, j] = -np.exp(1j * phase)
        H[j, j + 1] = -np.exp(-1j * phase)
    return H


def lead_self_energy(energy, layer, hop_out):
    """Semi-infinite lead by decimation; hop_out points away from the bar."""
    z = (energy + 1e-6j) * np.eye(len(layer))
    surface, bulk = layer.copy(), layer.copy()
    inward, outward = hop_out.conj().T.copy(), hop_out.copy()
    for _ in range(80):
        g = np.linalg.inv(z - bulk)
        in_out = inward @ g @ outward
        out_in = outward @ g @ inward
        surface = surface + in_out
        bulk = bulk + in_out + out_in
        inward, outward = inward @ g @ inward, outward @ g @ outward
        if max(np.abs(inward).max(), np.abs(outward).max()) < 1e-13:
            break
    else:
        raise RuntimeError("lead decimation did not converge")
    return hop_out.conj().T @ np.linalg.inv(z - surface) @ hop_out


def lattice_transmissions(energy, gate_energy):
    """All transmissions from Green's functions, no edge picture assumed."""
    size = WIDTH * LENGTH
    H = np.zeros((size, size), complex)
    for x in range(LENGTH):
        for y in range(WIDTH):
            site = x * WIDTH + y
            if x in GATE:
                H[site, site] = gate_energy
            if x + 1 < LENGTH:
                H[site + WIDTH, site] = -np.exp(1j * PHI * y)
                H[site, site + WIDTH] = -np.exp(-1j * PHI * y)
            if y + 1 < WIDTH:
                H[site + 1, site] = H[site, site + 1] = -1.0
    rows = np.arange(WIDTH)
    column = chain(WIDTH, 0.0)
    top_layer = chain(PROBE, PHI * (WIDTH - 1))
    bottom_layer = chain(PROBE, 0.0)

    def hop(phases):
        return np.diag(-np.exp(1j * phases))

    leads = [
        (rows, column, hop(-PHI * rows)),
        (LEFT_PROBE * WIDTH + WIDTH - 1, top_layer, hop(-PHI * LEFT_PROBE)),
        (RIGHT_PROBE * WIDTH + WIDTH - 1, top_layer, hop(-PHI * RIGHT_PROBE)),
        ((LENGTH - 1) * WIDTH + rows, column, hop(PHI * rows)),
        (RIGHT_PROBE * WIDTH, bottom_layer, hop(PHI * RIGHT_PROBE)),
        (LEFT_PROBE * WIDTH, bottom_layer, hop(PHI * LEFT_PROBE)),
    ]
    inverse_green = energy * np.eye(size) - H
    broadenings = []
    for sites, layer, hop_out in leads:
        sigma = lead_self_energy(energy, layer, hop_out)
        inverse_green[np.ix_(sites, sites)] -= sigma
        broadenings.append(1j * (sigma - sigma.conj().T))
    green = np.linalg.inv(inverse_green)
    T = np.zeros((6, 6))
    for p in range(6):
        for q in range(6):
            if p != q:
                block = green[np.ix_(leads[p][0], leads[q][0])]
                T[p, q] = np.trace(broadenings[p] @ block @ broadenings[q]
                                   @ block.conj().T).real
    return T


# Circuit equations against the closed formulas, and field reversal.
for n in range(1, 8):
    for m in range(1, n + 1):
        T = edge_transmissions(n, m)
        assert_same(resistances(T), predicted(n, m), 1e-11)
        reversed_field = resistances(T.T)
        assert abs(reversed_field["xx_top"] - (1 / m - 1 / n)) < 1e-11
        assert abs(reversed_field["xy_left"] + 1 / n) < 1e-11

# Arbitrary coherent mixing at the gate: only the total transmission counts.
for seed in range(10):
    n = 4
    S = np.abs(unitary_group.rvs(2 * n, random_state=seed)) ** 2
    T = edge_transmissions(n, n)
    T[2, 1], T[2, 4] = S[:n, :n].sum(), S[:n, n:].sum()
    T[5, 1], T[5, 4] = S[n:, :n].sum(), S[n:, n:].sum()
    assert abs(T[2, 1] - T[5, 4]) < 1e-11
    assert_same(resistances(T), predicted(n, T[2, 1]), 1e-10)

# Lattice model against edge routing. The tolerance allows for the small
# overlap of opposite edge states in a bar and leads of finite width.
fermi_energy, gate_energy = -1.95, 0.95
T_open = lattice_transmissions(fermi_energy, 0.0)
T_gate = lattice_transmissions(fermi_energy, gate_energy)
T_local = lattice_transmissions(fermi_energy - gate_energy, 0.0)
assert np.allclose(T_open, edge_transmissions(2, 2), atol=0.01)
assert np.allclose(T_gate, edge_transmissions(2, 1), atol=0.01)
assert np.allclose(T_local, edge_transmissions(1, 1), atol=0.01)
R_open, R_gate = resistances(T_open), resistances(T_gate)
assert_same(R_open, predicted(2, 2), 0.01)
assert_same(R_gate, predicted(2, 1), 0.01)

# Worked example.
N, M, current = 4, 3, 100e-9
R_K = h / e**2
print(f"h/e^2 = {R_K:.3f} ohm")
print(f"Example: N = {N}, M = {M}, I = {current * 1e9:.0f} nA")
for label, passed in [("no gate", N), ("gate", M)]:
    T = edge_transmissions(N, passed)
    V = contact_voltages(T) * R_K * current * 1e6
    R = resistances(T)
    print(f"Contact voltages, {label}:")
    for number, value in enumerate(V, 1):
        print(f"  V{number} = {abs(round(value, 2)):.2f} microvolt")
    print(f"Resistances, {label}:")
    for name, value in R.items():
        print(f"  {name} = {abs(round(value * R_K, 2)):.2f} ohm")
print(f"R_xx for N = {N} and different M:")
for m in range(1, N + 1):
    value = resistances(edge_transmissions(N, m))["xx_top"] * R_K
    print(f"  M = {m}: {abs(round(value, 2)):.2f} ohm")

print(f"Lattice: {LENGTH} x {WIDTH} sites, probe width {PROBE} sites")
print(f"Flux per cell = {FLUX_FRACTION} h/e, gate length {len(GATE)} sites")
print(f"Fermi energy = {fermi_energy}, gate = {gate_energy} (hopping units)")
print(f"No gate: T21 = {T_open[1, 0]:.4f}, T32 = {T_open[2, 1]:.4f}, "
      f"T23 = {abs(T_open[1, 2]):.4f}")
print(f"Gate: T32 = {T_gate[2, 1]:.4f}, T62 = {T_gate[5, 1]:.4f}")
print(f"Gate: T65 = {T_gate[5, 4]:.4f}, T35 = {T_gate[2, 4]:.4f}")
print(f"Whole bar at gated filling: T21 = {T_local[1, 0]:.4f}")
print(f"Lattice R_xx, no gate = {abs(R_open['xx_top']):.4f} h/e^2 (size)")
print(f"Lattice R_xx, gate = {R_gate['xx_top']:.4f} h/e^2")
print(f"Lattice R_xy, gate = {R_gate['xy_left']:.4f} h/e^2")
print("tests ok")
```

Printed output:

```
h/e^2 = 25812.807 ohm
Example: N = 4, M = 3, I = 100 nA
Contact voltages, no gate:
  V1 = 645.32 microvolt
  V2 = 645.32 microvolt
  V3 = 645.32 microvolt
  V4 = 0.00 microvolt
  V5 = 0.00 microvolt
  V6 = 0.00 microvolt
Resistances, no gate:
  xx_top = 0.00 ohm
  xx_bottom = 0.00 ohm
  xy_left = 6453.20 ohm
  xy_right = 6453.20 ohm
  two_terminal = 6453.20 ohm
  diag_25 = 6453.20 ohm
  diag_36 = 6453.20 ohm
Contact voltages, gate:
  V1 = 860.43 microvolt
  V2 = 860.43 microvolt
  V3 = 645.32 microvolt
  V4 = 0.00 microvolt
  V5 = 0.00 microvolt
  V6 = 215.11 microvolt
Resistances, gate:
  xx_top = 2151.07 ohm
  xx_bottom = 2151.07 ohm
  xy_left = 6453.20 ohm
  xy_right = 6453.20 ohm
  two_terminal = 8604.27 ohm
  diag_25 = 8604.27 ohm
  diag_36 = 4302.13 ohm
R_xx for N = 4 and different M:
  M = 1: 19359.61 ohm
  M = 2: 6453.20 ohm
  M = 3: 2151.07 ohm
  M = 4: 0.00 ohm
Lattice: 66 x 20 sites, probe width 14 sites
Flux per cell = 0.1 h/e, gate length 14 sites
Fermi energy = -1.95, gate = 0.95 (hopping units)
No gate: T21 = 2.0000, T32 = 2.0000, T23 = 0.0000
Gate: T32 = 1.0000, T62 = 1.0000
Gate: T65 = 1.0000, T35 = 1.0000
Whole bar at gated filling: T21 = 1.0000
Lattice R_xx, no gate = 0.0000 h/e^2 (size)
Lattice R_xx, gate = 0.5000 h/e^2
Lattice R_xy, gate = 0.5000 h/e^2
tests ok
```
